**Mode counts and current integrals for the Sharvin conductance**

The program tests \(G/A=(2e^2/h)k_F^2/(4\pi)\), where \(G\) is the two-terminal conductance, \(A\) the cross-section area and \(k_F\) the Fermi wavevector of a free-electron metal. It asserts that explicit mode counts for hard-wall rectangles lie between the derived bounds. It also asserts that counts averaged over a window of wavevectors agree with the smooth formulas for square, periodic and circular cross-sections, within stated tolerances. Quadrature over wavevector confirms a conductance of \(2e^2/h\) for three open modes of different speed and a negligible one for a closed mode. A three-dimensional flux integral at 300 K and 0.10 V reproduces the Sharvin formula, and a Boltzmann integral gives the ratio 4/3 between the ballistic resistance-area product and resistivity times mean free path. For \(k_F=12\ \mathrm{nm^{-1}}\) the output shows \(8.88\times10^{14}\ \mathrm{S\,m^{-2}}\). A square wire 10 nm wide has 1107 open modes, against 1145.9 from the area law, and the ratio of the two counts rises to 0.997 at a width of 100 nm.

## Program and output

```python
"""
Sharvin conductance of a free-electron metal.
Result under test: G/A = (2 e^2/h) kF^2/(4 pi) for a wide, clean wire with
reflectionless reservoirs. kF: Fermi wavevector, A: cross-section area,
G: two-terminal conductance, e: elementary charge, h: Planck constant.
Mode counts exclude spin; the factor 2 in the conductance is spin.
Explicit mode counts and quadratures of currents test the derived formulas.
Lengths in the mode counts are in nm, wavevectors in 1/nm; currents use SI.
"""
import numpy as np
from scipy.constants import e, h, hbar, m_e, k as k_boltzmann
from scipy.special import expit, jv

kf_nm = 12.0
width_nm = 10.0
mean_free_path_nm = 40.0
temperature = 300.0
bias = 0.1

kf = kf_nm * 1e9
fermi_energy = (hbar * kf)**2 / (2 * m_e)
fermi_velocity = hbar * kf / m_e
density = kf**3 / (3 * np.pi**2)
quantum = 2 * e**2 / h
mode_density_nm = kf_nm**2 / (4 * np.pi)
sharvin = quantum * kf**2 / (4 * np.pi)


def rectangle_levels(wx, wy, kmax):
    """Sorted transverse wavevectors of a hard-wall rectangle."""
    p = np.arange(1, int(kmax * wx / np.pi) + 2)
    q = np.arange(1, int(kmax * wy / np.pi) + 2)
    levels = np.hypot(np.pi * p[:, None] / wx, np.pi * q[None, :] / wy)
    return np.sort(levels[levels <= kmax])


def periodic_levels(width, kmax):
    """Transverse wavevectors of a square with periodic boundaries."""
    limit = int(kmax * width / (2 * np.pi)) + 1
    p = np.arange(-limit, limit + 1)
    levels = 2 * np.pi / width * np.hypot(p[:, None], p[None, :])
    return np.sort(levels[levels <= kmax])


def disc_levels(radius, kmax):
    """Wavevectors of a hard-wall disc from sign changes of Bessel functions."""
    xmax = kmax * radius
    found = []
    for order in range(int(xmax) + 1):
        x = np.arange(max(order, 0.5), xmax + 0.01, 0.01)
        y = jv(order, x)
        i = np.nonzero(y[:-1] * y[1:] < 0)[0]
        zeros = x[i] - y[i] * (x[i + 1] - x[i]) / (y[i + 1] - y[i])
        found.extend(np.repeat(zeros / radius, 1 if order == 0 else 2))
    found = np.sort(np.array(found))
    return found[found <= kmax]


def window_mean_count(levels, low, high):
    """Average over low < k < high of the number of levels below k."""
    return np.sum(np.clip(high - levels, 0, high - low)) / (high - low)


# Rigorous bounds on the hard-wall count, for unlike shapes and wavevectors.
for wx, wy in [(3.0, 7.0), (10.0, 10.0), (2.0, 40.0)]:
    for wavevector in [4.3, 8.1, 12.0, 15.7]:
        count = len(rectangle_levels(wx, wy, wavevector))
        upper = wx * wy * wavevector**2 / (4 * np.pi)
        lower = upper - wavevector * (wx + wy) / np.pi
        assert lower <= count <= upper

# Window averages remove most of the oscillating part of each count.
low, high = 8.0, 16.0
mean_k = (low + high) / 2
mean_k2 = (low**2 + low * high + high**2) / 3
area = width_nm**2
radius = np.sqrt(area / np.pi)
perimeter = 4 * width_nm
area_mean = area * mean_k2 / (4 * np.pi)
square_mean = window_mean_count(
    rectangle_levels(width_nm, width_nm, high), low, high)
square_smooth = area_mean - perimeter * mean_k / (4 * np.pi) + 0.25
periodic_mean = window_mean_count(periodic_levels(width_nm, high), low, high)
disc_all = disc_levels(radius, high)
disc_mean = window_mean_count(disc_all, low, high)
disc_smooth = area_mean - 2 * np.pi * radius * mean_k / (4 * np.pi)
# Tolerances allow for the oscillation left by a finite averaging window.
assert abs(square_mean - square_smooth) < 0.15
assert abs(periodic_mean - area_mean) < 1.0
# The disc comparison also omits its shape-dependent constant of order one.
assert abs(disc_mean - disc_smooth) < 1.0

nodes, weights = np.polynomial.legendre.leggauss(500)


def interval_rule(start, stop):
    return ((stop - start) * nodes / 2 + (stop + start) / 2,
            (stop - start) * weights / 2)


thermal = k_boltzmann * temperature
half_window = e * bias / 2 + 40 * thermal


def occupation_difference(energy):
    left = expit(-(energy - fermi_energy - e * bias / 2) / thermal)
    right = expit(-(energy - fermi_energy + e * bias / 2) / thermal)
    return left - right


def mode_conductance(transverse_energy):
    """Current over bias for one mode, integrated over wavevector."""
    bottom = max(fermi_energy - half_window - transverse_energy, 0)
    top = max(fermi_energy + half_window - transverse_energy, half_window)
    kz, weight = interval_rule(np.sqrt(2 * m_e * bottom) / hbar,
                               np.sqrt(2 * m_e * top) / hbar)
    energy = transverse_energy + (hbar * kz)**2 / (2 * m_e)
    flux = hbar * kz / m_e * occupation_difference(energy)
    return 2 * e / (2 * np.pi) * np.sum(weight * flux) / bias


fractions = [0.0, 0.3, 0.7, 1.3]
mode_ratios = [mode_conductance(f * fermi_energy) / quantum for f in fractions]
assert np.allclose(mode_ratios[:3], 1, rtol=1e-8, atol=0)
assert abs(mode_ratios[3]) < 1e-10

# Three-dimensional flux through a plane, from the forward half of k space.
radial_k, radial_w = interval_rule(
    np.sqrt(2 * m_e * (fermi_energy - half_window)) / hbar,
    np.sqrt(2 * m_e * (fermi_energy + half_window)) / hbar)
cosine, cosine_w = interval_rule(0, 1)
radial_energy = (hbar * radial_k)**2 / (2 * m_e)
radial_part = np.sum(radial_w * radial_k**2 * hbar * radial_k / m_e
                     * occupation_difference(radial_energy))
flux_conductance = (2 * e / (2 * np.pi)**3 * 2 * np.pi
                    * np.sum(cosine_w * cosine) * radial_part / bias)
assert abs(flux_conductance / sharvin - 1) < 1e-8

# Boltzmann conductivity per mean free path, with a constant relaxation time.
small_thermal = 0.002 * fermi_energy
kb, wb = interval_rule(kf * np.sqrt(1 - 0.08), kf * np.sqrt(1 + 0.08))
eb = (hbar * kb)**2 / (2 * m_e)
fb = expit(-(eb - fermi_energy) / small_thermal)
minus_slope = fb * (1 - fb) / small_thermal
cb, wcb = interval_rule(-1, 1)
boltzmann = (e**2 / fermi_velocity * 2 / (2 * np.pi)**3 * 2 * np.pi
             * np.sum(wcb * cb**2)
             * np.sum(wb * kb**2 * (hbar * kb / m_e)**2 * minus_slope))
sigma_per_path = quantum * kf**2 / (3 * np.pi)
# The finite thermal width causes a relative error of a few parts per million.
assert abs(boltzmann / sigma_per_path - 1) < 1e-5
rho_path = 1 / sigma_per_path
length_ratio = boltzmann / flux_conductance
assert abs(length_ratio - 4 / 3) < 2e-5

count = len(rectangle_levels(width_nm, width_nm, kf_nm))
area_count = area * mode_density_nm
perimeter_loss = perimeter * kf_nm / (4 * np.pi)
smooth_count = area_count - perimeter_loss + 0.25
disc_count = int(np.sum(disc_all < kf_nm))

print("MODEL METAL")
print(f"Fermi wavevector: {kf_nm:.1f} nm^-1")
print(f"Fermi wavelength: {2*np.pi/kf_nm:.4f} nm")
print(f"electron density: {density:.4e} m^-3")
print(f"Fermi energy: {fermi_energy/e:.4f} eV")
print(f"Fermi velocity: {fermi_velocity:.4e} m/s")
print("SHARVIN LIMIT")
print(f"conductance per open mode, 2e^2/h: {quantum:.6e} S")
print(f"resistance of one open mode: {1/quantum:.3f} ohm")
print(f"modes per area: {mode_density_nm:.4f} nm^-2")
print(f"area per mode: {1/mode_density_nm:.5f} nm^2")
print(f"conductance per area: {sharvin:.5e} S/m^2")
print(f"resistance-area product: {1/sharvin:.5e} ohm m^2")
print("SQUARE HARD-WALL WIRE")
print(f"width: {width_nm:.1f} nm; area: {area:.1f} nm^2")
print(f"area-law count: {area_count:.3f} modes")
print(f"perimeter loss: {perimeter_loss:.3f} modes")
print(f"smooth estimate with corner term: {smooth_count:.3f} modes")
print(f"explicit count: {count} modes")
print(f"conductance from explicit count: {count*quantum*1e3:.4f} mS")
print(f"resistance from explicit count: {1/(count*quantum):.4f} ohm")
print(f"area-law conductance: {area_count*quantum*1e3:.4f} mS")
print(f"area-law resistance: {1/(area_count*quantum):.4f} ohm")
print(f"circular wire, same area: {disc_count} modes")
print("APPROACH TO THE AREA LAW, SQUARE WIRES")
for size in [5.0, 10.0, 20.0, 50.0, 100.0]:
    n = len(rectangle_levels(size, size, kf_nm))
    leading = size**2 * mode_density_nm
    print(f"width {size:.0f} nm: {n} modes; area law {leading:.1f}; "
          f"ratio {n/leading:.5f}")
print("COUNTS AVERAGED OVER A WAVEVECTOR WINDOW")
print(f"window: {low:.1f} to {high:.1f} nm^-1")
print(f"square: explicit {square_mean:.3f}, smooth {square_smooth:.3f} modes")
print(f"periodic: explicit {periodic_mean:.3f}, area {area_mean:.3f} modes")
print(f"disc: explicit {disc_mean:.3f}, smooth {disc_smooth:.3f} modes")
print("CURRENT TESTS")
print(f"temperature: {temperature:.0f} K; bias: {bias:.2f} V")
for fraction, ratio in zip(fractions, mode_ratios):
    print(f"transverse energy {fraction:.1f} EF: G/(2e^2/h) = {ratio:.8f}")
print(f"3D flux result / Sharvin formula: {flux_conductance/sharvin:.9f}")
print("DIFFUSIVE COMPARISON")
print(f"resistivity times mean free path: {rho_path:.5e} ohm m^2")
print(f"equivalent length / mean free path: {length_ratio:.5f}")
print(f"mean free path: {mean_free_path_nm:.1f} nm")
print(f"equivalent length: {length_ratio*mean_free_path_nm:.2f} nm")
print("all assertions hold")
```

It prints:

```
MODEL METAL
Fermi wavevector: 12.0 nm^-1
Fermi wavelength: 0.5236 nm
electron density: 5.8361e+28 m^-3
Fermi energy: 5.4864 eV
Fermi velocity: 1.3892e+06 m/s
SHARVIN LIMIT
conductance per open mode, 2e^2/h: 7.748092e-05 S
resistance of one open mode: 12906.404 ohm
modes per area: 11.4592 nm^-2
area per mode: 0.08727 nm^2
conductance per area: 8.87866e+14 S/m^2
resistance-area product: 1.12630e-15 ohm m^2
SQUARE HARD-WALL WIRE
width: 10.0 nm; area: 100.0 nm^2
area-law count: 1145.916 modes
perimeter loss: 38.197 modes
smooth estimate with corner term: 1107.968 modes
explicit count: 1107 modes
conductance from explicit count: 85.7714 mS
resistance from explicit count: 11.6589 ohm
area-law conductance: 88.7866 mS
area-law resistance: 11.2630 ohm
circular wire, same area: 1109 modes
APPROACH TO THE AREA LAW, SQUARE WIRES
width 5 nm: 265 modes; area law 286.5; ratio 0.92502
width 10 nm: 1107 modes; area law 1145.9; ratio 0.96604
width 20 nm: 4506 modes; area law 4583.7; ratio 0.98306
width 50 nm: 28447 modes; area law 28647.9; ratio 0.99299
width 100 nm: 114198 modes; area law 114591.6; ratio 0.99657
COUNTS AVERAGED OVER A WAVEVECTOR WINDOW
window: 8.0 to 16.0 nm^-1
square: explicit 1150.403, smooth 1150.410 modes
periodic: explicit 1188.327, area 1188.357 modes
disc: explicit 1154.655, smooth 1154.506 modes
CURRENT TESTS
temperature: 300 K; bias: 0.10 V
transverse energy 0.0 EF: G/(2e^2/h) = 1.00000000
transverse energy 0.3 EF: G/(2e^2/h) = 1.00000000
transverse energy 0.7 EF: G/(2e^2/h) = 1.00000000
transverse energy 1.3 EF: G/(2e^2/h) = 0.00000000
3D flux result / Sharvin formula: 1.000000000
DIFFUSIVE COMPARISON
resistivity times mean free path: 8.44722e-16 ohm m^2
equivalent length / mean free path: 1.33334
mean free path: 40.0 nm
equivalent length: 53.33 nm
all assertions hold
```
